Why slow-electron mean free paths do not follow a universal curve

A calculation of photoemission or secondary-electron emission needs a length that says how far an electron travels before it loses energy. Below about 50 eV one must decide whether to read it from the universal curve, a single function λ(E) with a minimum at roughly 50 eV and a rise towards lower energy, or to calculate it from the bands and phonons of the material. The choice can change the length by an order of magnitude, as two metals that differ only in the position of their d band show.

**Two metals at the same energy**

Let E be the energy of the incoming electron above the Fermi level. It drops to an empty state at energy a and lifts a second electron from depth c below the Fermi level to an empty state at b. Energy conservation reads E − c = a + b, so E = a + b + c. With an averaged squared matrix element M² and no selection by momentum, the golden rule gives

Γ = (2π/ħ) M² N(E), λ = v/Γ,

N(E) = ∫da ∫db ∫dc D(a) D(b) D(−c) δ(E − a − b − c), with a, b, c > 0.

Here D is the density of states per atom and v the electron speed. Constant factors from spin and exchange are absorbed in M². Both metals are given the same M² and v, so their paths differ only through N.

First take a constant density g. The delta function fixes c = E − a − b, and c > 0 confines a and b to a triangle of area E²/2. Hence

N = g³E²/2.

If v varies slowly, λ rises as 1/E² towards the Fermi level. This is the phase-space argument for the low-energy branch of the curve, and it assumes a flat density of states.

Now let both metals have an sp density g_s = 0.30 states/(eV atom) and a rectangular d band holding ten electrons, of width W = 6.0 eV. Its density is g_d = 10/W = 1.667 states/(eV atom). Take E = 5.0 eV.

In the closed-band metal the top of the d band lies t = 2.0 eV below the Fermi level. Both final electrons must enter sp states. The hole may be an sp hole at any depth, or a d hole if c > t, which means a + b < E − t and a smaller triangle of area (E − t)²/2. The bottom of the band is not reached because E ≤ t + W. Therefore

N_closed = g_s²[g_s E² + g_d (E − t)²]/2
= 0.09 × [7.5 + 15.0]/2 = 1.0125 (eV atom³)⁻¹.

In the open-band metal the top of the d band lies Δ = 0.60 eV above the Fermi level, leaving n_h = g_d Δ = 1 hole per atom. Since E ≤ W − Δ, every accessible hole depth lies within the d band, and the hole density is g_s + g_d. The density for each final electron is g_s, with g_d added below Δ. Multiplying out the two electron densities requires three areas inside the triangle a + b < E:

whole triangle: E²/2,
strip a < Δ: ∫₀^Δ (E − a) da = EΔ − Δ²/2, and the same for b < Δ,
square a, b < Δ: Δ², which fits inside because 2Δ ≤ E.

Thus

N_open = (g_s + g_d)[g_s²E²/2 + 2g_s g_d(EΔ − Δ²/2) + g_d²Δ²].

Inserting g_dΔ = n_h turns the last two terms into 2g_s n_h E − g_s n_h²/g_d + n_h², so

N_open = (g_s + g_d)[g_s²E²/2 + 2g_s n_h E + n_h²(1 − g_s/g_d)]
= 1.967 × [1.125 + 3.000 + 0.820] = 9.73 (eV atom³)⁻¹.

The rates differ by a factor 9.73/1.0125 = 9.6. If the closed-band metal is assigned a path of 5 nm to set the scale, the open-band metal has

λ = 5 nm × 1.0125/9.73 = 0.52 nm = 5.2 Å.

No function of E alone can return both lengths.

The factor has two sources. With the d band full and its top at the Fermi level, n_h = 0 and N = 2.21 (eV atom³)⁻¹. Bringing filled d states up to the Fermi level therefore multiplies the rate by 2.19, and opening one hole per atom multiplies it by a further factor of 4.40. For few holes the added rate is linear in n_h; at one hole the quadratic term already contributes.

The energy dependence differs as well. Differentiating the two formulas gives

d ln N_closed/d ln E = 2E[g_s E + g_d(E − t)]/[g_s E² + g_d(E − t)²] = 65/22.5 = 2.89,

d ln N_open/d ln E = E[g_s²E + 2g_s n_h]/[g_s²E²/2 + 2g_s n_h E + n_h²(1 − g_s/g_d)] = 5.25/4.945 = 1.06.

A constant density of states gives 2. Rescaling the curve by one constant per metal would therefore not repair it. In a real metal M² and v also differ between sp and d states, so 9.6 is a property of this model and not a prediction for an element.

**The correct statement**

Within the golden rule, the electronic path is set by the speed, the matrix elements and the final states that conserve energy and crystal momentum. In an ideal insulator, an electron whose energy E above the conduction-band minimum is less than the gap Eg cannot create a free electron–hole pair. If no other electronic excitation is accessible, phonons limit its path.

The proof of the gap condition needs neither the matrix element nor the band shape. After the collision the first electron still has energy a ≥ 0, so it has given up at most E. A free pair costs at least Eg, hence E ≥ Eg is necessary. An exciton costs less than Eg by its binding energy, and defects may offer smaller excitations, so the electronic threshold of a real crystal can lie below Eg.

Take a constant density of states in each band (labelled "flat-band" in the output). The hole depth, measured from the conduction-band minimum, must exceed Eg. The triangle shrinks to a + b < E − Eg, and

N = g_c² g_v (E − Eg)²/2 for E > Eg, N = 0 for E < Eg,

where g_c and g_v are the conduction- and valence-band densities. With Eg = 8 eV and both densities equal to 0.30 states/(eV atom), N is zero at 5 eV, 0.0135 at 9 eV and 0.0540 (eV atom³)⁻¹ at 10 eV. Just above the gap the rate grows much faster than E². For E ≫ Eg the factor (1 − Eg/E)² tends to 1, and in this model the gap loses its influence.

Momentum conservation can raise the threshold. For parabolic bands with both extrema at zero wave vector, electron mass m_e and hole mass m_h, the two final electrons and the hole share the initial momentum P = ħk. Let V = P/(2m_e + m_h). Writing each velocity as V plus a remainder makes the cross terms cancel, because the remainders carry no total momentum:

Σ m_i v_i²/2 = P²/[2(2m_e + m_h)] + Σ m_i (v_i − V)²/2.

The minimum is the first term. Since E = P²/(2m_e), it equals E m_e/(2m_e + m_h), and a pair requires

E ≥ Eg + E m_e/(2m_e + m_h),

which rearranges to

E ≥ Eg (2m_e + m_h)/(m_e + m_h).

For Eg = 8 eV this is 12 eV when m_h = m_e and 10 eV when m_h = 3m_e. It tends to Eg for a heavy hole and to 2Eg for a light one. Non-parabolic bands can move it either way. A conduction band that flattens, ε(1 + αε) = ħ²k²/(2m_e) with α > 0, gives the incoming electron more momentum and raises the threshold: for m_h = m_e, from 12 to 13.6 eV at α = 0.02 eV⁻¹. A band steeper than parabolic, or momentum taken up by the lattice, can lower it, but not below Eg for free pairs.

**What phonons do below the threshold**

Consider a polar crystal at low temperature, with one optical phonon energy ħω and an electron of free mass m. The coupling M_q follows from the static limit. Exchange of a phonon of wave vector q between two fixed charges gives the interaction −2|M_q|²/(ħω). This must equal, in Gaussian units, the change in Coulomb interaction when the ions are allowed to respond, −4πe²κ/(Ωq²), where κ = 1/ε∞ − 1/ε₀, Ω is the crystal volume, and ε∞ and ε₀ are the high- and low-frequency dielectric constants. Hence

|M_q|² = 2πe²ħωκ/(Ωq²).

Let β be the angle between k and q. Emission requires

ħvq cosβ = ħω + ħ²q²/(2m).

In the golden rule the sum over q becomes Ω/(2π)³ ∫2πq² dq d(cosβ), and the delta function integrated over cosβ gives 1/(ħvq). The powers of 2π cancel:

Γ = (2π/ħ)(2π)⁻³(2πe²ħωκ)(2π) ∫dq/(ħvq) = (e²ωκ/ħv) ∫dq/q.

With x = ħω/E and s = √(1 − x), the condition cosβ ≤ 1 reads q² − 2kq + k²x ≤ 0, so q runs from k(1 − s) to k(1 + s). The integral is

L = ln[(1 + s)/(1 − s)] = 2 artanh s = 2 arccosh√(E/ħω),

where the last form uses cosh(artanh s) = 1/√(1 − s²) = 1/√x. With v² = 2E/m,

λ = v/Γ = 2(ħ²/me²) E/(ħωκL).

For E ≫ ħω, L is close to ln(4E/ħω), so this path shortens as the electron slows, opposite to the low-energy branch of the universal curve. As E falls to ħω, L goes to zero and λ diverges, because the electron then has too little energy to emit a phonon, and a cold lattice offers none to absorb.

Take ħω = 0.10 eV, ε∞ = 4 and ε₀ = 5, so κ = 0.05. At 5 eV, L = 5.288 and

λ = 2 × 0.05292 nm × 5/(0.10 × 0.05 × 5.288) = 20 nm.

At 1.1 eV the same formula gives 6.2 nm. The widths ħΓ are 0.044 and 0.066 eV, below ħω but not far below it, so these lengths are estimates. A value of κ four times as large would give 5 nm at 5 eV, equal to the path assigned to the closed-band metal. The width would then exceed ħω, making that figure only indicative. The value κ = 0.05 is chosen weak so that the golden rule applies; many wide-gap oxides and halides have κ of about 0.2 to 0.4 and lie in this stronger-coupling range. A phonon-limited mean free path need not be long. What is small is the loss per collision: here 0.10 eV in 20 nm, or 0.005 eV/nm.

**How far the electron gets**

The distance reached depends on the scattering angle θ. Energy conservation gives the final wave number k′ = sk, and momentum conservation gives k′cosθ = k − q cosβ. From the emission condition, q cosβ/k = x/2 + q²/(2k²). The distribution of q is 1/(qL), so

⟨q²⟩ = (1/L)∫q dq = [k²(1 + s)² − k²(1 − s)²]/(2L) = 2k²s/L,

⟨cosθ⟩ = (1 − x/2 − s/L)/s.

This is 0.81 at 5 eV and 0.73 at 1.1 eV: scattering is mainly forward.

On a cold lattice the electron descends a ladder of energies E_i = E − iħω. Let its flights be independent and exponentially distributed, with mean λ_i and mean square 2λ_i². Let c_i be the mean cosine of the collision ending flight i, F_i the mean remaining displacement along the current direction, and R_i² the mean square remaining displacement. After the collision, the mean remaining displacement points along the new direction, whose average projection on the old one is c_i. Therefore

F_i = λ_i + c_i F_{i+1},

R_i² = R_{i+1}² + 2λ_i² + 2λ_i c_i F_{i+1}.

The last term is twice the mean product of the present flight and the later displacement. Both recursions start from zero after the last flight.

Let the vacuum level lie 1 eV above the conduction-band minimum. From 5 eV the electron emits 40 phonons before reaching it. Its mean total path is about 530 nm, and its root-mean-square displacement is about 260 nm. A three-dimensional simulation of the same collisions also gives 260 nm, which tests the recursion but not the phonon model. For an isotropic start the root-mean-square displacement along one axis is 260/√3 ≈ 150 nm. At 5 eV the largest q is about 2.3 Å⁻¹, beyond a typical Brillouin zone, where the 1/q² coupling is no longer reliable. Omitting q above 1.5 Å⁻¹ changes the 20 nm path only to 22 nm, but raises ⟨cosθ⟩ to 0.91 and the displacement to about 320 nm. At fixed ħω all these lengths scale as 1/κ, so κ = 0.2 would give 65 nm instead of 260 nm.

These lengths answer different questions. For a photoemission line resolved to better than 0.10 eV, the intensity without phonon loss is governed by the 20 nm mean free path. For the total yield, electrons that have emitted phonons still count, and the displacement, of order 100 nm in this weakly coupled model, sets the scale. It is not itself an escape depth, since it was found without a surface; a yield calculation must add the boundary and its transmission. Acoustic and nonpolar phonons, omitted here, add collisions that shorten the mean free path and the displacement. They shorten the total path only if their energy loss per unit length is comparable with the optical loss, here 0.005 eV/nm at 5 eV. An added isotropic elastic collision every 2 nm leaves the total path at about 530 nm but cuts the displacement from 260 to about 46 nm; if each such collision takes 0.02 eV, the total path falls to about 220 nm. Trapping removes electrons.

The energy zero must also be matched before any comparison. The 5 eV used here is measured from the Fermi level in the metals and from the conduction-band minimum in the insulator, where it corresponds to 4 eV outside the surface. The numerical output lists the main values used here.

Computed values

```
Metal: energy above Fermi level = 5.0 eV
Metal: sp density = 0.30 states/(eV atom)
Metal: d density = 1.667 states/(eV atom)
Metal: d-band width = 6.0 eV
Closed d band: top below Fermi level = 2.0 eV
Open d band: top above Fermi level = 0.60 eV
N, sp only = 0.3375 1/(eV atom^3)
N, closed d band = 1.0125 1/(eV atom^3)
N, d top at Fermi level, no holes = 2.2125 1/(eV atom^3)
N, 0.5 d hole per atom = 5.5657 1/(eV atom^3)
N, 1 d hole per atom = 9.7252 1/(eV atom^3)
Rate ratio, no holes at Fermi level / closed = 2.19 (no unit)
Rate ratio, 1 hole / no holes = 4.40 (no unit)
Rate ratio, 1 hole / closed = 9.61 (no unit)
Rate exponent d ln N/d ln E, closed = 2.89 (no unit)
Rate exponent d ln N/d ln E, 1 hole = 1.06 (no unit)
Path, closed d band (chosen) = 5.00 nm
Path, 1 d hole per atom = 0.52 nm
Insulator: gap = 8.0 eV
Insulator: flat-band N at 5 eV = 0.0000 1/(eV atom^3)
Insulator: flat-band N at 9 eV = 0.0135 1/(eV atom^3)
Insulator: flat-band N at 10 eV = 0.0540 1/(eV atom^3)
Pair threshold, m_e=1 m, m_h=3 m: 10.00 eV
Pair threshold, m_e=1 m, m_h=1 m: 12.00 eV
Phonon energy = 0.10 eV
Dielectric constants, high and low frequency = 4.0, 5.0 (no unit)
kappa = 0.050 (no unit)
Bohr radius = 0.05292 nm
Start and stop energies = 5.0, 1.0 eV
First flight: energy = 5.0 eV
First flight: log factor L = 5.288 (no unit)
First flight: phonon mean free path = 20.01 nm
First flight: hbar*rate = 0.0436 eV
First flight: mean scattering cosine = 0.811 (no unit)
Last flight: energy = 1.1 eV
Last flight: log factor L = 3.737 (no unit)
Last flight: phonon mean free path = 6.23 nm
Last flight: hbar*rate = 0.0657 eV
Last flight: mean scattering cosine = 0.734 (no unit)
Initial energy loss per path = 0.00500 eV/nm
Number of phonons emitted = 40
Mean total path = 534.5 nm
Mean displacement along initial direction = 97.0 nm
RMS displacement = 260.6 nm
RMS displacement, simulation = 260.7 nm
RMS depth component, isotropic start = 150.5 nm
```
